\section*{Long-Range Dopant Charge from a Spherical Fourier Cutoff}

\section{Result and its meaning}

Let a unit point charge sit at the origin of uniform silicon, and keep only its Fourier modes with wavenumber $|\mathbf k|<k_c$. The result is Sano's long-range density,
\begin{equation}
\rho(r)=\frac{k_c^3}{2\pi^2}\,\frac{\sin u-u\cos u}{u^3},\qquad u=k_c r .
\label{rho}
\end{equation}
It is a number density: multiply by $+e$ for an ionized donor and by $-e$ for an ionized acceptor. The cutoff $k_c$ is a chosen boundary between the charge resolved by the Poisson solver and the short-range part left to a scattering model.

The density as a whole carries one dopant charge, in a sense that must be stated. The charge is one when measured with a wide smooth window, or when summed plane by plane. The charge inside a sharp sphere has no limit as the sphere grows. Nor does the oscillating tail by itself hold the dopant charge: the core inside the first zero holds $1.675$ charges, and the tail supplies $-0.675$.

\section{The density}

With the convention $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, the point charge has $\hat\delta=1$. Truncation gives
\begin{equation}
\rho(\mathbf r)=\int_{|\mathbf k|<k_c}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}.
\label{ball}
\end{equation}
Take the polar axis of $\mathbf k$ along $\mathbf r$ and let $\mu$ be the cosine of the polar angle. The azimuth gives $2\pi$, and
\begin{equation}
\int_{-1}^{1}e^{ikr\mu}d\mu=\frac{2\sin kr}{kr}.
\label{angle}
\end{equation}
Hence, integrating by parts,
\begin{align}
\rho(r)&=\frac{1}{2\pi^2r}\int_0^{k_c}k\sin(kr)\,dk\nonumber\\
&=\frac{1}{2\pi^2r}\left[-\frac{k\cos kr}{r}+\frac{\sin kr}{r^2}\right]_0^{k_c}
=\frac{\sin u-u\cos u}{2\pi^2r^3},
\end{align}
which is \eqref{rho}. Near the centre, $\sin u-u\cos u=u^3/3-u^5/30+\dots$, so
\begin{equation}
\rho=\rho_0\left(1-\frac{u^2}{10}+\dots\right),\qquad \rho_0=\frac{k_c^3}{6\pi^2}.
\end{equation}
Far away, $\rho\simeq-k_c\cos(k_cr)/(2\pi^2r^2)$. The $1/r^2$ decay just cancels the growth of the shell area, which is the source of the difficulty with the total charge.

\section{How much charge?}

\subsection{Sharp spheres}

The charge in a shell is
\begin{equation}
4\pi r^2\rho\,dr=\frac2\pi\left(\frac{\sin u}{u}-\cos u\right)du .
\label{shell}
\end{equation}
With $\mathrm{Si}(u)=\int_0^u(\sin t/t)\,dt$, integration to radius $R$ gives
\begin{equation}
Q(R)=\frac2\pi\left[\mathrm{Si}(k_cR)-\sin(k_cR)\right].
\label{Q}
\end{equation}
Since $\mathrm{Si}(\infty)=\pi/2$, at large $R$ this becomes $1-(2/\pi)\sin(k_cR)$. It swings between $0.363$ and $1.637$ without settling. The absolute charge diverges: for large $u$ the mean of $(2/\pi)|\cos u|$ is $4/\pi^2$, so $\int|\rho|\,d^3r$ grows as $(4/\pi^2)k_cR$ to leading order. The total therefore depends on how it is summed.

\subsection{Smooth windows}

Weight the density by $w(r/s)$, where $w(0)=1$ and both $w$ and its transform $\hat w$ are integrable. Insert \eqref{ball} and exchange the integrals, which is allowed because the $k$-region is finite and $w$ is integrable. With $\boldsymbol\kappa=s\mathbf k$,
\begin{equation}
\int\rho\,w(r/s)\,d^3r=\int_{|\boldsymbol\kappa|<k_cs}\frac{d^3\kappa}{(2\pi)^3}\,\hat w(\boldsymbol\kappa)
\;\longrightarrow\;w(0)=1
\end{equation}
as $k_cs\to\infty$. The charge lives in the neighbourhood of $k=0$, which the cutoff leaves untouched.

For the Gaussian $e^{-r^2/2s^2}$, whose transform is $(2\pi)^{3/2}s^3e^{-k^2s^2/2}$, put $t=ks/\sqrt2$ and $x=k_cs/\sqrt2$:
\begin{align}
Q_s&=\frac{(2\pi)^{3/2}s^3}{2\pi^2}\int_0^{k_c}k^2e^{-k^2s^2/2}dk
=\frac{4}{\sqrt\pi}\int_0^xt^2e^{-t^2}dt\nonumber\\
&=\mathrm{erf}\,x-\frac{2}{\sqrt\pi}\,x\,e^{-x^2}.
\end{align}
The last step integrates $t\cdot te^{-t^2}$ by parts. At $k_cs=3$ the charge is $0.9707$; at $k_cs=5$ it is $0.99998$.

\subsection{Plane by plane}

Differentiation shows that
\begin{equation}
-\frac{1}{2\pi r}\frac{d}{dr}\left[\frac{\sin k_cr}{\pi r}\right]
=\frac{\sin u-u\cos u}{2\pi^2r^3}=\rho(r).
\end{equation}
In the plane at distance $x$ from the dopant, let $b$ be the in-plane radius. Then $r^2=x^2+b^2$ and $b\,db=r\,dr$, so the charge per unit length along $x$ is
\begin{equation}
\lambda(x)=2\pi\int_{|x|}^{\infty}\rho\,r\,dr
=-\left[\frac{\sin k_cr}{\pi r}\right]_{|x|}^{\infty}=\frac{\sin k_cx}{\pi x}.
\end{equation}
The upper limit vanishes as $1/r$, so discs of growing radius give a definite answer. A centred slab of half-width $a$ then holds
\begin{equation}
\int_{-a}^{a}\lambda\,dx=\frac2\pi\,\mathrm{Si}(k_ca)\longrightarrow1 .
\label{slab}
\end{equation}
Numerical summation over planes out to $k_c|x|=400$ gave $1.00084$. This order of summation suits a layer whose lateral size is large compared with the ringing wavelength $2\pi/k_c$.

\subsection{Core and tail}

The first zero of $\rho$ is the first positive root of $\tan u=u$, $u_1=4.4934$. Equation \eqref{Q} gives the core charge $Q_1=1.6754$. Under a widening smooth window the core contribution tends to $Q_1$ and the total to one, so the tail contributes $1-Q_1=-0.6754$.

If a code cuts the density at $u_1$ to make it compact and non-negative, it must divide the remainder by $Q_1$; otherwise every dopant is $68\%$ too strong. The division restores the charge but changes the kernel. From \eqref{shell}, the central potential of the cut and rescaled core, relative to that of the full density (a factor derived in the next section), is
\begin{equation}
\frac1{Q_1}\int_0^{u_1}\left(\frac{\sin u}{u^2}-\frac{\cos u}{u}\right)du
=\frac{1}{Q_1}\left(1-\frac{\sin u_1}{u_1}\right).
\end{equation}
At the root $\sin u_1/u_1=\cos u_1=-1/\sqrt{1+u_1^2}=-0.217$, with the minus sign because $\pi<u_1<3\pi/2$. The ratio is $1.217/1.675=0.73$, so the repaired kernel has a central potential $27\%$ below the original at the same $k_c$.

\section{Potential and field}

For a unit charge $+e$, Poisson's equation $-\varepsilon\nabla^2\varphi=e\rho$ becomes $\hat\varphi=e/(\varepsilon k^2)$ for $k<k_c$. Using \eqref{angle} again, with the factor $k^2$ of the volume element cancelling $1/k^2$,
\begin{equation}
\varphi(r)=\frac{e}{2\pi^2\varepsilon r}\int_0^{k_c}\frac{\sin kr}{k}dk
=\frac{e}{4\pi\varepsilon r}\,\frac2\pi\,\mathrm{Si}(k_cr).
\label{phi}
\end{equation}
Because $\mathrm{Si}(u)\simeq u$ for small $u$, the singularity is gone:
\begin{equation}
\varphi(0)=\frac{e k_c}{2\pi^2\varepsilon}=\frac{e}{4\pi\varepsilon}\,\frac{2k_c}{\pi}.
\label{centre}
\end{equation}
This is the reference used for the cut core: a shell $dq$ contributes $dq/(4\pi\varepsilon r)$ at the centre, and the common factor $2k_c/\pi$ drops out of the ratio.

At large distance, integration by parts gives $\mathrm{Si}(u)=\pi/2-\cos u/u+O(u^{-2})$. Relative to the full Coulomb potential the error is $-(2/\pi)\cos u/u$, which vanishes. The field behaves differently. Since $d\,\mathrm{Si}(k_cr)/dr=\sin(k_cr)/r$,
\begin{equation}
E(r)=-\frac{d\varphi}{dr}=\frac{e}{4\pi\varepsilon r^2}\,\frac2\pi\left[\mathrm{Si}(u)-\sin u\right]
=\frac{e\,Q(r)}{4\pi\varepsilon r^2},
\end{equation}
as Gauss's law requires. The field keeps a relative ripple of amplitude $2/\pi$ at every large distance, while its absolute size falls as $1/r^2$. Integrating the oscillation over $r$ gains the extra factor $1/u$ that lets the potential converge.

The part left to the scattering model is
\begin{equation}
\varphi_{\rm short}=\frac{e}{4\pi\varepsilon r}\left[1-\frac2\pi\mathrm{Si}(k_cr)\right].
\end{equation}
It has no Fourier components below $k_c$. In the Born approximation with plane waves it causes no scattering with momentum transfer below $\hbar k_c$, so the two parts do not count the same modes twice. This separation is lost if the density is cut at $u_1$ but the scattering potential is left unchanged.

\section{A smooth cutoff for comparison}

Replace the sharp step by the filter $e^{-k^2/k_c^2}$. The integral factors into three Gaussian integrals, each equal to $(k_c/2\sqrt\pi)e^{-k_c^2x_i^2/4}$, so
\begin{equation}
\rho_G(r)=\frac{k_c^3}{8\pi^{3/2}}\,e^{-u^2/4}.
\end{equation}
The filter equals one at $k=0$, hence the charge is again one, now as an absolutely convergent integral. The density is positive and has no ringing. The slowly decaying oscillation of \eqref{rho} therefore comes from the sharp edge in $k$, not from the removal of short wavelengths as such. The price is a gradual division of modes: the scattering potential must carry the complementary filter $1-e^{-k^2/k_c^2}$. The two potentials then add to the full one, but near $k_c$ both contain the same modes, so Born rates computed separately miss their cross term.

\section{Many dopants}

Let dopants be independent and uniformly placed with mean density $N$. Divide space into small cells $dV$, each occupied with probability $N\,dV$. The cells' variances add, and to first order in $dV$ each contributes $\rho^2N\,dV$. The variance of the total density at a point is therefore
\begin{equation}
\sigma^2=N\int\rho^2d^3r=N\int_{k<k_c}\frac{d^3k}{(2\pi)^3}=\frac{Nk_c^3}{6\pi^2},
\label{var}
\end{equation}
by Parseval's theorem. This integral converges absolutely. For the choice $k_c=2N^{1/3}$,
\begin{equation}
\frac{\sigma}{N}=\sqrt{\frac{8}{6\pi^2}}=0.368,
\end{equation}
independent of $N$.

The mean is more delicate. With a wide smooth window it is $N$; if contributions are dropped beyond a sharp radius $R$, it is $NQ(R)$. A simulation of 4000 random configurations with $N=5\times10^{18}\,\mathrm{cm^{-3}}$ and $R=59.7$ nm gave a mean of $0.361N$, against the predicted $0.362N$. The standard deviation about that mean (labelled rms in the output) was $0.361N$, against $0.359N$ from the variance integral cut at the same radius. The fluctuation is nearly converged at this radius while the mean is wrong by $64\%$.

In a periodic box of volume $V$, build the density instead from
\begin{equation}
\rho_{\rm box}(\mathbf r)=\frac1V\sum_{|\mathbf k|<k_c}\sum_je^{i\mathbf k\cdot(\mathbf r-\mathbf r_j)} .
\end{equation}
Each nonzero box mode integrates to zero over the box and the $k=0$ term gives one per dopant, so the total equals the number of dopants. On a uniform grid of spacing $h$ the same holds for the grid sum if $k_c<\pi/h$, since no nonzero mode then aliases to $k=0$.

\section{Worked example: a doped silicon channel}

Take acceptors in a bulk n-channel transistor with $N=5\times10^{18}\,\mathrm{cm^{-3}}=0.005\,\mathrm{nm^{-3}}$, gate length and width 25 nm, oxide thickness 1.5 nm, and temperature 300 K. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. The mean spacing is $N^{-1/3}=5.85$ nm, so
\begin{equation}
k_c=\frac{2}{5.848\,\mathrm{nm}}=0.342\,\mathrm{nm^{-1}},\qquad
\frac{u_1}{k_c}=13.1\,\mathrm{nm}.
\end{equation}
The core radius exceeds twice the spacing: neighbouring dopants overlap strongly, as a long-range description intends. The central density of one dopant is $6.8\times10^{17}\,\mathrm{cm^{-3}}$, or $0.135N$.

With $e/4\pi\varepsilon=123.07$ mV\,nm, equation \eqref{centre} gives
\begin{equation}
|\varphi(0)|=123.07\times\frac2\pi\times0.3420=26.8\ \mathrm{mV}\;(0.0268\ \mathrm V).
\end{equation}
For an electron the acceptor is a hump of 26.8 meV, or $1.04\,kT$, instead of an unbounded barrier. Potential magnitudes compare as follows.
\begin{center}
\begin{tabular}{rrr}
$r$ (nm) & long-range (mV) & Coulomb (mV)\\
1 & 26.6 & 123.1\\
5 & 22.8 & 24.6\\
10 & 14.4 & 12.3\\
20 & 5.6 & 6.2
\end{tabular}
\end{center}
At 10 nm the long-range value is the larger. There $u=3.42$, close to $\pi$, where $\mathrm{Si}$ has its first maximum because its derivative $\sin u/u$ changes sign. The short-range part is consequently of opposite sign at this distance.

The depletion layer shows what finite size does. For uniform doping and Boltzmann statistics, take the band bending at threshold as $\psi=2(kT/e)\ln(N/n_i)=1.036$ V, with a rough $n_i=10^{10}\,\mathrm{cm^{-3}}$. Integrating the constant charge density twice gives $\psi=eNW^2/2\varepsilon$, hence $W=16.4$ nm. A gate area of $25\times25\,\mathrm{nm^2}$ covers on average 51 dopants. For a dopant in the middle of the layer, \eqref{slab} with $k_cW/2=2.80$ assigns $1.17$ charges to the layer and $-0.17$ to the regions outside, if the layer is unbounded sideways. The part directly under the $25\times25\,\mathrm{nm^2}$ gate alone holds $1.47$ charges when the dopant is at its centre. For a dopant at depth $d$ the layer receives
\begin{equation}
\frac1\pi\left[\mathrm{Si}(k_cd)+\mathrm{Si}(k_c(W-d))\right],
\end{equation}
which at $d=0$ tends to one half when $k_cW$ is large. The other half then lies beyond the interface, in the space occupied by the oxide and the gate. Folding this charge back, or renormalizing what remains in the silicon, changes the kernel near the interface.

\section{What the model leaves out}

\paragraph{Oxide and gate.} For in-plane wavenumber $q$, let the silicon occupy $z>0$ and put a point dopant at depth $d$. The potential there is proportional to $e^{-q|z-d|}+\mathcal R e^{-q(z+d)}$, and in an oxide of thickness $t$ below a grounded gate it is proportional to $\sinh q(z+t)$. Continuity of potential and normal displacement gives $\epsilon_s(1-\mathcal R)=\epsilon_{ox}\coth(qt)(1+\mathcal R)$, with relative permittivities. The interface amplitude is thus multiplied by
\begin{equation}
1+\mathcal R=\frac{2\epsilon_s}{\epsilon_s+\epsilon_{ox}\coth(qt)} .
\end{equation}
Summed over all $q$ for $d=5$ nm, the interface potential directly above the dopant is $0.75$ of its value in unbounded silicon. This takes the silicon below the oxide as deep and free of mobile holes; a perfectly conducting body starting at the depletion edge, $16.4$ nm down, would lower the ratio to about $0.71$. A solver that includes the oxide and gate in its boundary conditions recovers their effect; formula \eqref{phi} alone does not.

\paragraph{Mobile holes.} In the undepleted body, with every acceptor taken as ionized, linear screening multiplies each mode by $k^2/(k^2+\lambda_D^{-2})$. With $\lambda_D=1.83$ nm the factor is $0.28$ at $k_c$ and smaller for longer waves. This is only a rough estimate: a sphere of radius $\lambda_D$ holds $0.13$ holes on average, whereas mean-field screening assumes many. Correlation between the holes, neglected here, can change the factor by more than degeneracy does. Hole degeneracy multiplies $\lambda_D^{-2}$ by $0.94$ for a rough density-of-states mass of $1.1m_0$, which moves the factor to $0.29$. Incomplete ionization weakens the screening by an amount that depends on the ionized fraction, which is assumed here and not derived. With $80\%$ of the acceptors ionized, and without the degeneracy correction, the free holes alone would give a factor of $0.33$. But the occupation of the acceptors also responds to the potential. For independent acceptor levels in equilibrium this adds $0.8\times0.2=0.16$ to the holes' response of $0.80$, both relative to full ionization, and the factor is $0.29$. These figures are only indicative. The doping lies close to the metal--insulator transition, where acceptor levels broaden and are not independent, and isolated boron levels at 45 meV with degeneracy 4 would be only $39\%$ ionized, giving a factor of $0.38$. A self-consistent solver supplies this screening, so it must not also be built into $\rho$.

\paragraph{Quantum effects.} For a harmonic potential the ratio of quantum to classical partition functions is $(x/2)/\sinh(x/2)\simeq1-x^2/24$, with $x=\hbar\omega/kT$. Equating this to $1-\delta V/kT$ gives $\delta V=\hbar^2V''/(24mkT)$ per axis. For weak curvature of either sign this is the leading shift of the effective classical potential that reproduces the partition function; the local density has a different correction. At the centre of the hump the three curvatures are equal and negative, so only the mean inverse mass enters. For rough masses $0.19m_0$ and $0.92m_0$ the hump in this effective potential drops by 0.5 meV, about $2\%$. Confinement at the interface is far larger. Take a (100) surface, where the lowest valleys have their heavy mass along the normal. The mean surface field is $2\psi/W=1.27$ MV/cm. In a uniform field $F$ beside a hard wall the wavefunction is an Airy function, and its first zero $-2.338$ must lie at the wall. The lowest energy is
\begin{equation}
E_1=2.338\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}=204\ \mathrm{meV},\qquad m=0.92m_0 .
\end{equation}
The depletion field in fact falls with depth, which lowers this energy by about $3\%$. Penetration into the oxide, which the hard wall forbids, lowers it by about a further $5\%$ for a barrier of $3.1$ eV and an oxide mass of $0.5m_0$. A classical calculation of the threshold omits this energy, but its error is not equal to $E_1$, because the classical and quantum layers also differ in thickness and density of states. In the uniform field with a hard wall, the extra band bending needed for the same electron sheet density is about $0.15$ eV. The value of $E_1$ in the mean field is common to all dopant arrangements, but because $E_1\propto F^{2/3}$ the random fields of the dopants also make it vary from place to place.

\paragraph{Fields and temperature.} The long-range field of one dopant peaks at 0.0175 MV/cm, at $r=8.1$ nm. This is $1.4\%$ of the mean surface field. The comparison concerns a single dopant, and the fields of many dopants add. For independent dopants in unbounded silicon, Parseval's theorem gives an rms long-range field of $(e/\varepsilon)\sqrt{Nk_c/2\pi^2}=0.14$ MV/cm, or $11\%$ of the mean surface field. This figure counts all three field components; the rms value of any one of them, such as the component normal to the surface, is smaller by a factor $\sqrt3$. The short-range field close to a dopant is excluded from both figures. At $85\,^\circ$C, with the potential held fixed, the hump falls from $1.04$ to $0.87\,kT$.

\paragraph{Relation to real devices.} The doping and dimensions are roughly those of short-gate planar bulk transistors. The depletion width, surface field and threshold bending above are nevertheless long-channel estimates, because they come from a one-dimensional layer. A heavily doped source or drain with a built-in potential of about $1.08$ V depletes some $16.7$ nm of the channel doping at zero bias, and two such regions exceed the 25 nm gate length. Quantitative values for so short a gate need a solver that includes the source and drain. The example assumes uniform doping, and formula \eqref{phi} assumes unbounded silicon. The oxide and gate break the second assumption: together they lower the interface potential of a point dopant by about $25\%$ in the case above. At that depth of 5 nm the reduction is larger for the long-range part alone: the ratio is about $0.55$ if the spread charge in the oxide is kept and that in the gate is screened. The grounded gate suppresses long waves most, and part of the charge lies beyond the interface. For deeper dopants, from about 8 nm, the order can reverse. When the channel holds about one dopant or none, $N^{-1/3}$ no longer describes a spacing inside the device, and $k_c=2N^{1/3}$ loses its link to the distance between dopants. Since $\varphi(0)\propto k_c$ and the core radius varies as $1/k_c$, any result that depends on a single dopant's peak should be repeated with a different cutoff, together with the matching short-range part. The main values are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
acceptor density N = 5.0e+18 cm^-3
temperature = 300 K, kT = 25.85 meV
relative permittivity: Si 11.7, oxide 3.9
gate length = width = 25 nm, oxide 1.5 nm
intrinsic density (rough) = 1e+10 cm^-3
electron masses (rough) = 0.19, 0.92 m0
hole density-of-states mass (rough) = 1.1 m0
mean spacing N^(-1/3) = 5.848 nm
cutoff kc = 0.3420 nm^-1, 1/kc = 2.924 nm
ringing wavelength 2 pi/kc = 18.37 nm
central density = 6.755e+17 cm^-3
central density / N = 0.1351
first zero: u = 4.4934, radius = 13.14 nm
charge inside first zero = 1.6754 dopant charges
regularized tail charge = -0.6754 dopant charges
far sphere charge limits = 0.3634, 1.6366
absolute charge slope, quadrature = 0.40528 per u
window s = 8.77 nm: charge = 0.97071
window s = 14.62 nm: charge = 0.99998
plane sum to |u| = 400: charge = 1.00084
Coulomb constant e/(4 pi eps) = 123.07 mV nm
central potential magnitude = 26.80 mV
central energy / kT = 1.037
r = 1 nm: long-range 26.62 mV, Coulomb 123.07 mV
r = 5 nm: long-range 22.81 mV, Coulomb 24.61 mV
r = 10 nm: long-range 14.42 mV, Coulomb 12.31 mV
r = 20 nm: long-range 5.64 mV, Coulomb 6.15 mV
peak dopant field = 0.0175 MV/cm at r = 8.13 nm
relative rms density fluctuation = 0.3676
simulation sphere radius = 59.71 nm
simulated mean/N = 0.3607, Q(R) = 0.3619
simulated rms/N = 0.3612, expected with cut = 0.3588
band bending at threshold = 1.036 V
depletion width W = 16.37 nm
mean dopants under gate = 51.1
charge in layer W, dopant at middle = 1.1662
mean surface field = 1.266 MV/cm
dopant depth for gate estimate = 5 nm
gated / bulk point potential at interface = 0.7453
Debye length in undepleted body = 1.828 nm
screened / bare mode at kc = 0.2811
degeneracy factor on kappa^2 = 0.9427
quantum smearing at centre = 0.497 meV
lowest subband energy = 203.9 meV
central energy / kT at 85 C = 0.868
\end{verbatim}
